# Strain-compatible walls in an orthorhombic hafnia twin and the polar-axis angle

**Question**

I am working on an exercise about domain walls in ferroelectric hafnia. The cell is orthorhombic, and the two domains of a twin have their 5.24 Å and 5.05 Å edges exchanged. I have to find the wall planes on which the domains fit without strain, and then show that the polar axes meet about 2.1 degrees away from perpendicular.

I would guess that the wall is a diagonal plane, but I can't prove that there is no other. The second part confuses me more. If the polar edge points along \(z\) in one domain and along \(x\) in the other, the angle is 90 degrees. Where do the 2.1 degrees come from, and is the angle larger or smaller than 90 degrees?

**Answer**

The exchange of edges does give perpendicular polar axes, but two crystals placed that way don't fit together along the wall. One must be turned slightly to close the joint, and its polar axis turns with it. Whether the angle ends up above or below 90 degrees depends on the wall and on the signs of the polarizations.

**Setting up the two domains**

Let \(a=5.24\) Å be the long edge, \(c=5.05\) Å the polar edge and \(b\) the third edge, which both domains share. I take both domains to be uniform and stress-free, free to rotate, and joined coherently on a flat wall.

Describe both as slightly deformed versions of one parent lattice with perpendicular axes \(x,y,z\). A parent lattice vector with components \((u,v,w)\) becomes

\[
\mathbf r_1=(au,\;bv,\;cw),\qquad \mathbf r_2=(cu,\;bv,\;aw)
\]

in domains 1 and 2. The polar edge lies along \(z\) in domain 1 and along \(x\) in domain 2.

**Finding the planes**

A coherent wall is one sheet of the parent lattice that belongs to both domains. Every vector in that sheet must therefore have the same length in both. The squared lengths are

\[
|\mathbf r_1|^2=a^2u^2+b^2v^2+c^2w^2,\qquad
|\mathbf r_2|^2=c^2u^2+b^2v^2+a^2w^2 .
\]

On subtraction the \(b\) terms cancel:

\[
|\mathbf r_1|^2-|\mathbf r_2|^2=(a^2-c^2)u^2-(a^2-c^2)w^2=(a^2-c^2)(u-w)(u+w).
\]

Since \(a\neq c\), the vectors of unchanged length are those with \(u=w\) or \(u=-w\). These conditions describe two planes, and a plane whose vectors all lie in the union of two planes must be one of the two. So there are two candidates and no others:

- \(u+w=0\), with Miller indices \((101)\);
- \(u-w=0\), with Miller indices \((10\bar1)\).

Both contain the \(b\) edge and a diagonal of the \(a\)–\(c\) rectangle.

Equal lengths are also sufficient, because they fix the angles within the plane. For two vectors \(\mathbf p,\mathbf q\) in the wall,

\[
\mathbf p\cdot\mathbf q=\tfrac12\left(|\mathbf p+\mathbf q|^2-|\mathbf p|^2-|\mathbf q|^2\right),
\]

and each length on the right is the same in both domains. The two versions of the sheet are therefore congruent, and a rotation can bring one onto the other.

**Why a rotation is needed**

Congruent sheets need not point the same way. Take the plane \(u=w\), whose diagonal is the parent vector \((1,0,1)\). In the two domains it becomes

\[
\mathbf d_1=(a,0,c),\qquad \mathbf d_2=(c,0,a),
\]

both of length \(L=\sqrt{a^2+c^2}\). Measure angles in the \(xz\) plane from \(+x\) towards \(+z\). Then \(\mathbf d_1\) lies at \(\beta=\arctan(c/a)\) and \(\mathbf d_2\) at \(\alpha=\arctan(a/c)\). Their directions differ by

\[
\delta=\alpha-\beta=\arctan\frac ac-\arctan\frac ca
=46.058^\circ-43.942^\circ=2.116^\circ .
\]

To close the joint, domain 2 must turn about the \(b\) axis by \(\delta\), from \(z\) towards \(x\). This leaves the \(b\) edge in place and puts \(\mathbf d_2\) on \(\mathbf d_1\), so the whole sheet coincides. A rotation is fixed by what it does to two independent vectors, so no other rotation achieves this match. It also preserves handedness, which keeps the two crystals on opposite sides of the wall.

The misfit without rotation is easy to picture. The diagonals differ by \(\sqrt2\,(a-c)\) over a length \(L\), which equals \(2\sin(\delta/2)\) per unit length. Two domains joined at one end of a 10 nm wall would be 0.369 nm apart at the other end, or would overlap by that amount.

**The angle between the polar axes**

Before the rotation, the polar axis of domain 2 points along \(+x\), at angle \(0\), and that of domain 1 along \(+z\), at \(90^\circ\). On the \(u=w\) wall, domain 2 turns by \(-\delta\). Its polar axis moves to \(-\delta\), away from \(z\), so the angle between the axes is

\[
90^\circ+\delta=92.116^\circ\qquad\text{on }(10\bar1).
\]

On the \(u=-w\) wall the diagonals are \((a,0,-c)\), at angle \(-\beta\), and \((c,0,-a)\), at angle \(-\alpha\). Domain 2 must now turn by \(-\beta-(-\alpha)=+\delta\). Its polar axis moves towards \(z\), and the angle is

\[
90^\circ-\delta=87.884^\circ\qquad\text{on }(101).
\]

In both cases the axes miss perpendicularity by 2.1 degrees, which is the required result. If you ignore the arrowheads and treat the axes as lines, 92.116° and 87.884° are supplementary and describe the same crossing.

The two lattices are also mirror images in the wall. On the \(u=w\) wall, reflection in the line at angle \(\beta\) sends a direction \(\varphi\) to \(2\beta-\varphi\). Since \(\alpha+\beta=90^\circ\), we have \(2\beta=90^\circ-\delta\). The polar edge of domain 1, at \(90^\circ\), is reflected to \(-\delta\), where the rotated polar edge of domain 2 lies. The long edge, at \(0\), is reflected to \(90^\circ-\delta\), which is the rotated long edge of domain 2. This is a statement about the lattices; it doesn't fix the atomic positions near the wall.

**A formula without arctangents**

From the right triangles, \(\sin\alpha=\cos\beta=a/L\) and \(\cos\alpha=\sin\beta=c/L\). Hence

\[
\sin\delta=\sin\alpha\cos\beta-\cos\alpha\sin\beta=\frac{a^2-c^2}{a^2+c^2},
\qquad
\cos\delta=\cos\alpha\cos\beta+\sin\alpha\sin\beta=\frac{2ac}{a^2+c^2}.
\]

Now write \(a=m(1+e)\) and \(c=m(1-e)\), where \(m=(a+c)/2\) and \(e=(a-c)/(a+c)\). Then \(a^2-c^2=4m^2e\) and \(a^2+c^2=2m^2(1+e^2)\), so

\[
\sin\delta=\frac{2e}{1+e^2}\quad\Longrightarrow\quad
\tan\frac{\delta}{2}=e=\frac{a-c}{a+c},
\]

by the half-angle identity \(\sin\delta=2\tan(\delta/2)/[1+\tan^2(\delta/2)]\); the other root, \(1/e\), would need \(\delta>90^\circ\). For small \(e\),

\[
\delta\approx 2e=\frac{2(a-c)}{a+c}=\frac{2(0.19)}{10.29}\ \text{rad}=2.116^\circ .
\]

The small-strain estimate agrees with the full formula to the digits shown. As \(a\to c\) the tilt vanishes. At \(a=c\) the two domains have the same cell, so every plane is compatible and the wall orientation is no longer selected by strain.

**Which wall is electrically neutral?**

Strain allows both planes, but electrostatics distinguishes them. Let \(\mathbf n\) be the unit normal pointing from domain 1 into domain 2. The bound charge per unit area is

\[
\sigma=(\mathbf P_1-\mathbf P_2)\cdot\mathbf n .
\]

Give both polarizations the magnitude \(P\), with \(\mathbf P_1\) along \(+z\) and \(\mathbf P_2\) along \(+x\) before the rotation.

On \((101)\), the wall contains \((a,0,-c)\), so a unit normal is \((c,0,a)/L\). The rotated polarization is \(\mathbf P_2=P(\cos\delta,0,\sin\delta)\). The normal components are

\[
\mathbf P_1\cdot\mathbf n=\frac{Pa}{L},
\]

\[
\mathbf P_2\cdot\mathbf n=\frac PL\,(c\cos\delta+a\sin\delta)
=\frac{P}{L^3}\left(2ac^2+a^3-ac^2\right)
=\frac{Pa(a^2+c^2)}{L^3}=\frac{Pa}{L}.
\]

They are equal, so \(\sigma=0\). The polarization passes through this wall head to tail.

On \((10\bar1)\), a unit normal is \((-c,0,a)/L\), and \(\mathbf P_2=P(\cos\delta,0,-\sin\delta)\). Now

\[
\mathbf P_2\cdot\mathbf n=-\frac PL\,(c\cos\delta+a\sin\delta)=-\frac{Pa}{L},
\qquad |\sigma|=\frac{2Pa}{L}.
\]

The charge is positive if the polarizations meet head to head and negative if they meet tail to tail, depending on which side each domain occupies. With a rough \(P=50\) μC/cm² and \(L=7.277\) Å,

\[
|\sigma|=\frac{2(50)(5.24)}{7.277}=72.0\ \mu\text{C/cm}^2 .
\]

Reversing one polarization changes the sign of its normal component, so the neutral and charged planes exchange roles. The directed angle on each plane becomes its supplement. The neutral wall therefore has the angle 87.9° and the charged wall 92.1° for either choice of signs, given that the shorter of the two exchanged edges is polar.

How serious is the charge? Gauss's law for an infinite charged plane in a uniform dielectric gives \(E=|\sigma|/(2\varepsilon_0\varepsilon_r)\) on each side. With a rough \(\varepsilon_r=30\), this is

\[
E=\frac{0.720\ \text{C/m}^2}{2(8.854\times10^{-12}\ \text{F/m})(30)}
=1.36\times10^9\ \text{V/m}=13.6\ \text{MV/cm}.
\]

That is 2.7 times a rough breakdown field of 5 MV/cm. Within this estimate, an extended charged wall can't persist with fixed polarization unless other charges screen it. Strain compatibility alone does not make a wall likely.

The neutral wall is also sensitive to its orientation. On \((101)\) the jump \(\mathbf P_1-\mathbf P_2\) lies in the wall and has magnitude \(2Pc/L\). If the wall turns by 1° about \(b\), while the polarizations stay fixed, it acquires a charge

\[
\frac{2Pc}{L}\sin1^\circ=1.21\ \mu\text{C/cm}^2 ,
\]

with an unscreened field of 0.23 MV/cm.

**When the argument fails**

The shared \(b\) edge was essential. Suppose instead that all three edges are permuted, so that domain 2 has edges \((c,a,b)\) along \(x,y,z\). The difference of squared lengths becomes

\[
|\mathbf r_2|^2-|\mathbf r_1|^2=(c^2-a^2)u^2+(a^2-b^2)v^2+(b^2-c^2)w^2 .
\]

If this quadratic form vanished throughout a plane, we could choose two basis vectors in that plane and a third outside it. The matrix of the form would then be

\[
\begin{pmatrix}0&0&p\\0&0&q\\p&q&r\end{pmatrix},
\]

whose determinant is zero. A change of basis can't turn a nonzero determinant into zero, and in the original basis the determinant is \((c^2-a^2)(a^2-b^2)(b^2-c^2)\). This is nonzero when all three edges differ, so no compatible plane exists.

The misfit is small when two of the edges are close, but it must still be carried elastically. With \(b=5.01\) Å, a value assumed for illustration, \(b\) and \(c\) differ by only 0.04 Å, or 0.8%. If they were equal, the last term would vanish and the planes \(u=\pm v\) would fit. As they are, a misfit of 0.8% shared between the two domains means a stress of order 1 GPa for the rough modulus used below.

The identity of the polar edge matters too. If the shared \(b\) edge were polar, the polar axes would be parallel, because the rotation is about \(b\). If the 5.24 Å edge were polar, the departure from 90° would have the same size.

**How firm is 2.1 degrees in a real film?**

Since \(\delta=2\arctan(a/c)-90^\circ\), a small relative change in \(a/c\) changes \(\delta\), in radians, by that change times \(\cos\delta\approx1\). This makes the corrections easy to size:

- An error of 0.01 Å in the long edge shifts the tilt by 0.109°.
- If the two edges expand at rates differing by an assumed \(5\times10^{-6}\) per kelvin, warming by 300 K shifts it by 0.086°.
- A rough piezoelectric coefficient of 5 pm/V at 1 MV/cm gives a polar-edge strain of \(5\times10^{-4}\). If both domains had this strain, the shift would be 0.029°. A uniform field can't lie along both polar axes at once, so its effect through this coefficient is smaller.

Either of the first two can change the last digit of 2.1°, moving the tilt to about 2.0° or 2.2°. The further decimals in 2.116° describe the stated edges and not a measured crystal.

An artificial limit shows what it would cost to suppress the tilt. Suppose rotation is forbidden at every point of both domains, which is a much stronger condition than holding the outer boundary of a grain fixed. Relative to a square of side \(m\), the natural strains along \((x,z)\) are \((e,-e)\) in domain 1 and \((-e,e)\) in domain 2. On the \(u=w\) wall, take \(\mathbf t=(1,1)/\sqrt2\) along the wall and \(\boldsymbol\nu=(1,-1)/\sqrt2\) across it. The difference of the natural strains acts on \(\mathbf t\) as

\[
\begin{pmatrix}2e&0\\0&-2e\end{pmatrix}\mathbf t=2e\,\boldsymbol\nu .
\]

Elastic strains must cancel this shear mismatch. For domains of equal volume, with uniform strain in each and equal, isotropic moduli, the energy is quadratic, so it is least when the domains share the mismatch equally and have no other strain. Each then takes a shear component of magnitude \(e\) on the axes \(\mathbf t,\boldsymbol\nu\). Along \((x,z)\), this means elastic strains \((-e,e)\) in domain 1 and \((e,-e)\) in domain 2, which cancel the natural strains. Both cross-sections become the same square, and the polar axes meet at 90°.

The price is an elastic strain of \(e=1.85\%\) along each edge. With a rough shear modulus \(G=90\) GPa, the shear stress is

\[
2Ge=G\,\frac{2(a-c)}{a+c}=3.3\ \text{GPa}.
\]

The edges used here are typical of the polar orthorhombic phase of hafnia. The rotation-free state above is not what clamping produces in such a film, because it is not in mechanical equilibrium. Its shear stress on the wall has opposite signs in the two domains, so the traction jumps by \(4Ge=6.6\) GPa across the wall, while force balance requires it to be continuous. Neighbouring grains and electrodes act on the boundary of a grain and can't supply that force inside it. With equal isotropic moduli, continuity of traction makes the elastic shear on the axes \(\mathbf t,\boldsymbol\nu\) the same on both sides of the wall. A coherent wall allows only a jump of the displacement gradient of the form \(\mathbf g\,\boldsymbol\nu^{T}\), and these two conditions give \(\mathbf g=4e\,\mathbf t\). The relative rotation across the wall therefore stays \(2e\approx\delta\), to first order in \(e\), however the grain boundary is held. A stack of equally thick twin layers, with gradients \(\pm2e\,\mathbf t\,\boldsymbol\nu^{T}\), has no average strain or rotation to this order and fits a clamped grain except near its boundary. Clamping bends the lattice away from the wall and near the grain boundary, so it lowers the tilt averaged over whole domains, most of all when a grain holds few walls. It can also add a strain common to both domains that shifts the angle between the polar axes. The value \(P=50\) μC/cm² stands for the local polarization inside a domain, and the wall charge is proportional to it. The remanent polarization of a polycrystalline film is an average over grains of different orientation, so it can be smaller without any reduction of the charge on a wall inside one grain.

The remaining values for this example are in the numerical output.

## Values computed for the example and the checks

```
long edge a = 5.24 angstrom
common edge b (rough) = 5.01 angstrom
polar edge c = 5.05 angstrom
number of compatible planes found = 2
compatible planes, all edges permuted = 0
smallest metric mismatch, all permuted = 0.402 angstrom^2
arctan(a/c) = 46.058 degrees
arctan(c/a) = 43.942 degrees
tilt delta from formula = 2.116 degrees
(101) wall: fitted rotation = 2.116 degrees
(101) wall: angle of polar axes = 87.884 degrees
(101) wall: bound charge = 0.00 uC/cm^2
(10-1) wall: fitted rotation = 2.116 degrees
(10-1) wall: angle of polar axes = 92.116 degrees
(10-1) wall: bound charge = 72.00 uC/cm^2
small-strain estimate of delta = 2.116 degrees
gap without rotation, per 10 nm of wall = 0.369 nm
polarization (rough) = 50 uC/cm^2
relative permittivity (rough) = 30
unscreened field at charged wall = 13.6 MV/cm
breakdown field (rough) = 5 MV/cm
charged-wall field over breakdown = 2.7
charge of neutral wall turned 1 degree = 1.21 uC/cm^2
its unscreened field = 0.23 MV/cm
assumed edge error = 0.01 angstrom
change of delta from edge error = 0.109 degrees
assumed expansion difference = 5e-06 1/K
assumed warming = 300 K
change of delta from warming = 0.086 degrees
assumed piezoelectric coefficient = 5 pm/V
assumed drive field = 1 MV/cm
change of delta from drive field = 0.029 degrees
shear modulus (rough) = 90 GPa
elastic strain along each edge if clamped = 1.85 percent
shear stress if rotation is forbidden = 3.3 GPa
```
